# Choosing a Disilicide Stacking Cell from Its Diffuse X-Ray Scattering

A band-structure or transport calculation for a disilicide contact needs a periodic cell, and the user must decide how many layers it contains and in what order they are stacked. Three layers suffice for ordered C40. A randomly faulted film needs a longer cell, or an average over several cells, and the choice depends on two fault probabilities. Diffuse X-ray scattering can supply them. This guide derives the algorithm that turns fault probabilities into a scattering profile, inverts it, and uses the result to set the cell.

## What a layer contributes

An ideal MSi₂ layer has a triangular metal net with period \(a\). In fractional coordinates along hexagonal axes 120° apart, the metal sits at \((0,0)\) and silicon at \((1/3,2/3)\) and \((2/3,1/3)\). For in-plane indices \((h,k)\), the silicon phases are \(2\pi(h+2k)/3\) and \(2\pi(2h+k)/3\). Since \(2h+k=3(h+k)-(h+2k)\), the two phase factors are complex conjugates, and the layer scatters with

\[
F=f_M+2f_{Si}\cos\frac{2\pi(h+2k)}3 .
\]

Successive layers are displaced by one of

\[
s_0=(\tfrac12,0),\quad s_1=(\tfrac12,\tfrac12),\quad s_2=(0,\tfrac12).
\]

Up to whole lattice vectors, a 60° rotation takes \(s_0\to s_1\to s_2\to s_0\). The stacking model has three events at each new interface:

- With probability \(\alpha\), the previous shift repeats.
- With probability \(s=(1-\alpha)(1-\tau)\), the shift rotates in the current sense.
- With probability \(t=(1-\alpha)\tau\), the sense reverses and the shift rotates the new way.

Rotation in one sense gives layer positions \(0,s_0,s_2,0,\ldots\), the three-layer C40 order. Reversal at every interface gives \(0,s_0,s_2,s_1,0,\ldots\), the four-layer C54 order. Repetition at every interface gives the two-layer C11b order. The last two are idealised here, because the distortion of their layers away from hexagonal symmetry is left out.

The shifts multiply the scattered amplitude by \(\chi_0=(-1)^h\), \(\chi_1=(-1)^{h+k}\) and \(\chi_2=(-1)^k\). Their product is \(+1\), so either all three are \(+1\) or two are \(-1\). The first case occurs when \(h\) and \(k\) are both even; such a row does not register the shifts. Every other row does.

## From random stacking to intensity

Let \(d=c/3\) be the normal layer spacing and \(d+\delta\) the spacing at a repeated shift. Write \(l=q_zc/2\pi\) and \(\theta=q_zd=2\pi l/3\). Scattering is kinematic (each photon scatters once), and the layers are rigid and laterally wide.

If layer \(n\) has in-plane phase \(p_n=\pm1\) and height \(Z_n\), the intensity per layer is

\[
I=\frac{F^2}{N}\left\langle\left|\sum_{n=0}^{N-1}p_ne^{iq_zZ_n}\right|^2\right\rangle .
\]

The average requires the phase product between layers \(m\) interfaces apart. A state consists of the last shift and the current sense, so there are six. Let \(V\) hold the transition probabilities, with each repeat multiplied by \(e^{iq_z\delta}\), and let the diagonal matrix \(D\) hold the sign of the shift just made. Then

\[
A=e^{iq_zd}VD
\]

carries every factor acquired at one interface. Multiplying \(m\) such matrices sums over all histories.

Each state is entered by one repeat, one continued rotation and one reversal, with total probability \(\alpha+s+t=1\). The uniform distribution is therefore stationary. With \(\pi\) the row vector whose six entries are \(1/6\), and \(\mathbf1\) a column of ones, the mean phase product is \(\pi A^m\mathbf1\). This start averages over orientation variants and both hands.

There are \(N-m\) pairs at separation \(m\), and negative separations give complex conjugates. Hence

\[
\frac I{F^2}=1+\frac2N\operatorname{Re}\,\pi S\mathbf1,\qquad
S=\sum_{m=1}^{N-1}(N-m)A^m .
\]

To sum the series, multiply by \(1-A\). Neighbouring coefficients differ by one, so

\[
(1-A)S=NA-\sum_{m=1}^{N}A^m
=NA-A(1-A^N)(1-A)^{-1}.
\]

A second multiplication by \((1-A)^{-1}\) gives the working formula

\[
\frac I{F^2}=1+\frac2N\operatorname{Re}\,
\pi A\,[N(1-A)-(1-A^N)](1-A)^{-2}\mathbf1 .
\]

If all eigenvalues of \(A\) lie inside the unit circle, the limit \(N\to\infty\) is

\[
\frac{I_\infty}{F^2}=1+2\operatorname{Re}\,\pi A(1-A)^{-1}\mathbf1 .
\]

Where \(1-A\) is singular, as at a Bragg point of an ordered stack, these inverses do not exist. The finite sum \(S\) still does, and it can be evaluated term by term.

A direct ensemble average fixes the meaning of these matrices. For five layers there are \(6\times3^4=486\) histories. Their amplitudes were summed atom by atom with \(\alpha=0.23\), \(\tau=0.37\) and \(\delta/d=0.05\), at \(l=0.37\), 1.0 and 1.9 on row \(11l\). The weighted mean intensity agreed with the matrix formula to a relative \(9\times10^{-16}\), which is rounding error.

## The ordered C40 limit

On row \(11l\), three successive C40 layers have phases \((1,-1,-1)\). With \(\omega=e^{2\pi i/3}\), the normalised Bragg weights are

\[
w_0=\frac{|1-1-1|^2}{9}=\frac19,
\]
\[
w_1=\frac{|1-\omega-\omega^2|^2}{9}=\frac{|2|^2}{9}=\frac49 .
\]

The second step uses \(1+\omega+\omega^2=0\). Replacing \(\omega\) by \(\omega^2\) gives \(w_2=4/9\).

Building the nine-atom C40 cell with its sixfold screw axis gives the same weights: 0.11111, 0.44444 and 0.44444. A nearly ordered infinite stack with \(\alpha=\tau=0.001\) and \(\delta=0\), integrated over windows one unit of \(l\) wide, gives 0.1113, 0.4443 and 0.4443. Weak faults thus spread the peaks while nearly preserving their areas.

## Why the two faults can be separated

On an affected row, call the shift with positive phase \(p\), and the next two in the positive sense \(u\) and \(v\). Exchanging \(u\) with \(v\) while reversing the sense changes neither the rules nor the phases. The six states therefore merge into three:

- \(P\): shift \(p\), either sense.
- \(Y\): shift \(u\) with positive sense, or \(v\) with negative sense.
- \(X\): shift \(v\) with positive sense, or \(u\) with negative sense.

From \(P\), both kinds of rotation lead to \(Y\). From \(Y\), continuation leads to \(X\) and reversal to \(P\). From \(X\), continuation leads to \(P\) and reversal stays in \(X\). Let \(\beta=1-\alpha\), \(\rho=\alpha e^{iq_z\delta}\) and \(z=e^{i\theta}\). In the order \(P,Y,X\), with the sign of the destination included,

\[
M=\begin{pmatrix}
\rho&-\beta&0\\
t&-\rho&-s\\
s&0&-(\rho+t)
\end{pmatrix}.
\]

Expanding \(\Delta=\det(1-zM)\) along its first row gives

\[
\begin{aligned}
\Delta={}&(1-\rho^2z^2)[1+(\rho+t)z]\\
&+\beta tz^2[1+(\rho+t)z]-\beta s^2z^3 .
\end{aligned}
\]

Its zeros locate the peaks, exactly for ordered stacks and closely for weak faults. For C40, \(\Delta=1-z^3\), which vanishes at \(l=0,1,2\). For \(\alpha=0,\tau=1\), it is \((1+z)(1+z^2)\), with zeros at \(l=0.75,1.5,2.25\), the C54 positions. For \(\alpha=1,\delta=0\), it is \((1-z^2)(1+z)\), with zeros at \(l=0\) and 1.5, the C11b positions.

For weak faults in C40, keep terms linear in \(\alpha\) and \(\tau\). Then \(t\simeq\tau\), and \(\beta s^2=(1-\alpha)^3(1-\tau)^2\simeq1-3\alpha-2\tau\). Setting \(z=1/\lambda\) and multiplying \(\Delta=0\) by \(\lambda^3\),

\[
\lambda^3+(\rho+\tau)\lambda^2+\tau\lambda-(1-3\alpha-2\tau)=0 .
\]

Write \(\lambda=\lambda_0(1+\varepsilon)\), with \(\lambda_0=e^{-i\theta_0}\) and \(\lambda_0^3=1\). The cubic term becomes \(1+3\varepsilon\), and \(\lambda_0^2=1/\lambda_0=e^{i\theta_0}\). Therefore

\[
\varepsilon=-\alpha-\frac{2\tau}3
-\frac\alpha3e^{i(\theta_0+q_z\delta)}
-\frac{2\tau}3\cos\theta_0 .
\]

Near the peak, \(\lambda z\simeq1+\varepsilon+i(\theta-\theta_0)\). If \(\varepsilon=-\kappa+i\eta\), the resonant part of the intensity is

\[
2w\operatorname{Re}\frac1{1-\lambda z}
\simeq\frac{2w\kappa}{\kappa^2+(\theta-\theta_0+\eta)^2}.
\]

The centre moves by \(-\eta\), and the full width at half maximum (FWHM) in \(\theta\) is \(2\kappa\). For \(l=\pm1\) modulo 3, \(\cos\theta_0=-1/2\). Converting with \(l=3\theta/2\pi\), and using \(\sin(\theta_0+q_z\delta)=\sin[q_z(d+\delta)]\),

\[
\Delta l=\frac{\alpha}{2\pi}\sin[q_z(d+\delta)],
\]
\[
\mathrm{FWHM}_l=\frac3\pi\left\{\alpha\left[1+\frac{\cos[q_z(d+\delta)]}{3}\right]+\frac\tau3\right\}.
\]

To first order, repeats shift and broaden these peaks, whereas reversals broaden them without a shift. At second order reversals do move the peaks. For the 180-layer film below, \(\tau=0.1\) without repeats mimics \(\alpha\simeq-0.004\), and at \(\alpha=0.01\), \(\tau=0.1\) the position laws give an \(\alpha\) about 25% low, so the full formula is needed when \(\tau\) greatly exceeds \(\alpha\). If the layer spacings are known accurately, position therefore gives \(\alpha\), and width then gives \(\tau\). The condition is strict: an error of 0.1% in \(c\) changes the \(\alpha\) that this first-order law gives for a single peak near \(l=1\) by about 0.008, a quarter of the value when \(\alpha=0.03\). The \(c\) required is that of unfaulted C40. A row with \(h\) and \(k\) both even, measured on the faulted film, gives the mean spacing instead, which includes the extra \(\delta\) at repeats. In the example below, using it would raise the single-peak \(\alpha\) from 0.034 to 0.042.

The peaks near \(l=1\) and \(l=2\) also allow the spacing change to be largely removed. Let \(\phi=2\pi\delta/(3d)\), the extra phase at \(l=1\); at \(l=2\) it is \(2\phi\). Then

\[
2l_1-l_2=\frac\alpha{2\pi}
\left[2\sin\left(\frac{2\pi}3+\phi\right)-\sin\left(\frac{4\pi}3+2\phi\right)\right].
\]

The terms linear in \(\phi\) are \(-\phi\) and \(+\phi\), and they cancel. At \(\phi=0\) the bracket is \(3\sqrt3/2\), so

\[
\alpha\simeq\frac{4\pi}{3\sqrt3}(2l_1-l_2).
\]

A slightly wrong \(c\) merely rescales this small difference, since the ordered positions cancel.

## A 39 nm contact film

Take hexagonal C40 MoSi₂ with rough lattice parameters \(a=0.46\) nm and \(c=0.654\) nm. Thus \(d=0.218\) nm, and the spacing at a repeat is taken as roughly 0.226 nm, so \(\delta/d=0.0367\). The film has 180 layers, or 39.2 nm. The fault probabilities \(\alpha=0.03\) and \(\tau=0.05\) are chosen, not measured.

For row \(11l\), the in-plane wavevector is \(4\pi/a=27.3\) nm⁻¹. Atomic form factors were obtained by Fourier transforming spherical densities built with Slater's screening rules. At \(111\) they give \(f_{Mo}=30.9\) and \(f_{Si}=9.1\) electrons, hence \(F=30.86+2(9.14)=49.1\) electrons. These are estimates that omit bonding and relativistic changes of the density; Hartree–Fock atomic densities give about 31.5 for molybdenum, 2% higher, and 9.1 for silicon, which puts \(F\) near 49.8.

At \(l=1\), \(q_z(d+\delta)=120^\circ\times1.0367=124.4^\circ\). The first-order laws give

\[
\Delta l=\frac{0.03}{2\pi}(0.825)=0.0039,
\]
\[
\mathrm{FWHM}_l=\frac3\pi[0.03(0.812)+0.0167]=0.039 .
\]

Numerical maximisation of the full film profile places the peak at \(l=1.0045\), a shift of 0.043 nm⁻¹ in \(q_z\). With rough Cu K-alpha radiation of wavelength 0.154 nm, this is 0.021° in \(2\theta_B\), the total scattering angle. The shift exceeds the first-order value by 13%, so these fault probabilities already call for the full formula.

The computed width is 0.041 for an infinite stack and 0.047 for the film; the same film without faults has width 0.015. If the film width were inserted in the infinite-stack law with \(\alpha=0.03\), it would give \(\tau\simeq0.076\) instead of 0.05. Finite thickness must therefore be included. Faults also lower the peak from \(180\times4/9=80\) to 18 in units of \(F^2\) per layer. Midway between the two strong peaks, at \(l=1.5\), the intensity is 0.11 in the same units.

The second peak lies at 1.99511. The pair formula gives

\[
\alpha\simeq2.418(2\times1.00446-1.99511)=0.033,
\]

11% above the input. This error is mostly of higher order in the faults: at \(\alpha=\tau=10^{-4}\), with the same \(\delta\), the pair estimate is 0.6% low. A single peak interpreted with \(\delta=0\) is then 4.7% low.

A fit of the full profile avoids the weak-fault approximation. To try it, 4000 random 180-layer stacks were generated with the example's probabilities, and their mean intensity was evaluated at 74 points from \(l=0.03\) to 1.49. The deviations from the matrix formula had a root mean square of 1.02 standard errors and a maximum of 2.42. Least squares, with thickness and spacings held at their true values, returned \(\alpha=0.03132\pm0.00035\) and \(\tau=0.04767\pm0.00062\).

Both results miss their inputs by about 3.8 quoted errors, although the discrepancies are only 4 to 5%. The quoted errors treat the profile points as independent, but all points use the same stacks and share their fault content. Keeping these correlations raises the errors only to about 0.0004 and 0.0007, so they explain little of the discrepancy. Eight new sets of 4000 stacks, each fitted by one linearised step from the true values, gave mean errors consistent with zero, within standard errors of about 0.00015 in \(\alpha\) and 0.00025 in \(\tau\). The method thus shows no bias as large as the discrepancy, and the first set appears to be a rare draw: with the correlated errors, a joint miss this large has a probability of about 0.3%. For real data, refit resampled sets of independent measurements before assigning an uncertainty.

## Setting the number of layers

Stacking correlations on the affected rows decay as \(e^{-\kappa m}\) near the strong peaks. For weak faults and \(\delta=0\), \(\kappa=(5\alpha+2\tau)/6\). Here \(\kappa=0.0417\), so the decay length is 24 layers, or 5.2 nm (the exact eigenvalue of \(A\) gives 23 layers). A periodic cell instead forces perfect repetition after \(N\) layers, where the random film retains a factor of about \(e^{-N/24}\). This is 0.61 for 12 layers and 0.05 for 72. A cell meant to represent long-range disorder thus needs at least about 72 layers here, or 216 atoms with the smallest in-plane cell. This length only limits the effect of periodic repetition. One such cell holds on average about two repeats and three or four reversals, too few to represent the random film, so the property must still be averaged over several cells.

Shorter cells serve for a local property, such as energy, when the faults do not interact. If \(x_0\) is the ordered value per layer, and \(\Delta_R\) and \(\Delta_S\) are the total changes caused by an isolated repeat and reversal,

\[
\bar x\simeq x_0+\alpha\Delta_R+(1-\alpha)\tau\Delta_S .
\]

The total fault probability is \(0.03+0.97\times0.05=0.0785\), one fault per 12.7 layers. The estimate requires the influence of a fault to die out well within that distance, because random faults are often closer than the mean: for 22% of them, the next fault lies within three layers. It should not be applied to phase-coherent conduction, where waves scattered by different faults interfere.

The cell must also close. Its third vector should include the sum of all shifts, even if this tilts the cell, and the event at the seam must be counted. The shift returns to itself if the numbers of rotations in the two senses differ by a multiple of three. The sense returns if the number of reversals is even. Consequently:

- An isolated repeat without reversals needs \(N=3j+1\) layers, with \(j\) a positive integer.
- Reversals must be introduced in pairs.
- One repeat and two reversals fit in 37 layers if the number of rotations in each sense is a multiple of three.

The last cell has 111 atoms and event fractions of 0.027 and 0.054, close to the model's 0.03 and 0.0485. It matches the fault density, but it is still one ordered arrangement. Closure also keeps its two reversals at least three layers apart, whereas in the random film they can be adjacent. Vary the fault positions and average the desired property, then repeat with longer cells containing more faults. A small spread within one cell length does not by itself show convergence.

## Before using measured widths

A real film can break the assumption of perfectly parallel layers. A rough mosaic tilt of 0.5° smears \(l\) by \(27.3\times0.00873\times0.654/2\pi=0.025\), about half the film's computed width. If this smearing were Lorentzian with that FWHM and were attributed entirely to reversals, the first-order law for an infinite stack would raise \(\tau\) by \(\pi\times0.025=0.08\). For this finite film the rise is about 0.06, still more than the chosen value itself. Measure the tilt separately and include it in the fit.

The other estimates are smaller. An atomic motion of roughly 0.007 nm root mean square along the scattering vector removes 4% of the \(111\) intensity. An absorptive form factor of roughly 3 electrons on molybdenum adds 0.4% to \(F^2\). With an attenuation length of roughly 10 µm, a path of two film thicknesses loses 0.8%. Measuring \(111\) in reflection requires shallow beams, because most of its wavevector lies in the plane. The path to the deepest layer and back is then at least 17 thicknesses, and the loss from that layer is at least 6%. The slope of the form factors moves the first peak by only \(-0.00002\) in \(l\). Nonuniform thickness and fault probabilities that vary with depth are not included, and either would require a further average over the profile.
